# Primary X-ray fluorescence from a uniform film and its linear limit

## The measurement

An X-ray beam strikes a film on a substrate, and a detector on the same side counts a characteristic line of one element in the film. Doubling the thickness of a very thin film doubles the count rate. In a thicker film the deeper atoms receive fewer incident photons, and their fluorescence must cross more material to get out. The count rate then rises more slowly than the thickness and finally saturates. To convert a count rate into a thickness one needs the full relation between them, and a criterion for when a straight line will do.

## Model and notation

The film is uniform, with thickness \(d\), density \(\rho\) and mass per area

\[
m=\rho d .
\]

Depth \(z\) runs from the illuminated surface, \(z=0\), to the substrate, \(z=d\). The beam is parallel and monochromatic, and \(N_0\) is the number of photons per second that strike the film. The angles \(\psi_{\rm in}\) of incidence and \(\psi_{\rm out}\) of take-off are measured from the surface, not from its normal.

The remaining quantities are:

- \(\mu_{\rm in}\) and \(\mu_{\rm out}\), the total mass attenuation coefficients of the whole film, analyte included, at the incident and the line energy;
- \(w\), the mass fraction of the analyte, the element whose line is counted;
- \(\tau_K\), the K-shell photoabsorption coefficient per mass of pure analyte at the incident energy, which must lie above the K edge;
- \(\omega\), the probability that a K vacancy is filled with emission of a K photon;
- \(p\), the fraction of K photons that belong to the counted line;
- \(\Omega\) and \(\varepsilon\), the solid angle and efficiency of the detector.

The model treats primary fluorescence: each counted photon follows from a K vacancy made by an incident photon that had not interacted before. Excitation by scattered photons, by fluorescence of other elements, or by radiation returning from the substrate is left out. The substrate contains no analyte, and attenuation in air is neglected.

Both angles are taken to be well above the critical angles for total reflection, so refraction and reflection at the surface are neglected. Near grazing take-off this is only approximate. For a film of density 8 g/cm³ and a line at 6 to 8 keV the critical angle is about \(0.4^\circ\) to \(0.5^\circ\), and refraction lengthens the path out by roughly 2 to 3% at \(2^\circ\), about 1% at \(3^\circ\) and about 0.5% at \(5^\circ\). The film extends sideways much farther than any path inside it, and the detector sees the whole illuminated area.

## From one layer to the film

**Arrival.** Let \(N_{\rm in}(s)\) be the rate of incident photons that have not interacted after a path \(s\) in the film. The probability of interaction per unit path is \(\rho\mu_{\rm in}\), so

\[
\frac{dN_{\rm in}}{ds}=-\rho\mu_{\rm in}N_{\rm in},
\qquad N_{\rm in}(0)=N_0 .
\]

A ray at angle \(\psi_{\rm in}\) to the surface reaches depth \(z=s\sin\psi_{\rm in}\). Hence \(s=z/\sin\psi_{\rm in}\), and

\[
N_{\rm in}(z)=N_0\exp\!\left(-\frac{\rho\mu_{\rm in}z}{\sin\psi_{\rm in}}\right).
\]

**Ionization.** Within a layer of thickness \(dz\) the ray has the path \(dz/\sin\psi_{\rm in}\). The rate of interactions there is \(N_{\rm in}\rho\mu_{\rm in}\,dz/\sin\psi_{\rm in}\). A fraction \(w\tau_K/\mu_{\rm in}\) of them are K absorptions in the analyte. Multiplying the two, \(\mu_{\rm in}\) cancels, and the rate of K vacancies is

\[
dV=N_{\rm in}(z)\,\rho w\tau_K\,\frac{dz}{\sin\psi_{\rm in}} .
\]

Total attenuation therefore governs how many photons arrive, while analyte K absorption alone governs how many useful vacancies they make. The factor \(1/\sin\psi_{\rm in}\) is a path length. It does not describe the spreading of the beam over the surface, because \(N_0\) is already the total rate on the film.

**Emission and escape.** A vacancy yields a photon of the counted line with probability \(\omega p\). Emission is taken as isotropic, so a fraction \(\Omega/4\pi\) of these photons starts toward the detector. The detector is small and distant enough for one take-off angle to represent all accepted rays. The path to the surface is then \(z/\sin\psi_{\rm out}\), and the layer contributes

\[
dN=\varepsilon\frac{\Omega}{4\pi}\,\omega p\,
\exp\!\left(-\frac{\rho\mu_{\rm out}z}{\sin\psi_{\rm out}}\right)dV .
\]

**Sum over depth.** Both exponents are proportional to \(\rho z\). Their sum is \(-\chi\rho z\), with

\[
\chi=\frac{\mu_{\rm in}}{\sin\psi_{\rm in}}+\frac{\mu_{\rm out}}{\sin\psi_{\rm out}} .
\]

Collect the factors that do not depend on depth, apart from \(\rho\), in

\[
S=N_0\,\varepsilon\frac{\Omega}{4\pi}\,
\frac{w\tau_K\,\omega p}{\sin\psi_{\rm in}} .
\]

Then \(dN=S\rho\,e^{-\chi\rho z}dz\), and integration gives

\[
N=S\rho\int_0^d e^{-\chi\rho z}\,dz
=S\rho\,\frac{1-e^{-\chi\rho d}}{\chi\rho}
=\frac{S}{\chi}\left(1-e^{-\chi m}\right).
\]

With the dimensionless thickness \(x=\chi m\) this becomes

\[
\boxed{\,N=S\,m\,\frac{1-e^{-x}}{x},\qquad x=\chi\rho d\,}
\]

The factor \(Sm\) is the rate without any attenuation. The fraction \((1-e^{-x})/x\) is the mean of \(e^{-\chi\rho z}\) over the film, that is, the average survival factor for the way in and the way out together.

## The thin-film limit and its error

The survival factor can be written as

\[
\frac{1-e^{-x}}{x}=\int_0^1 e^{-xt}\,dt ,
\]

where \(t=z/d\). As \(x\to0\) the integrand tends to 1, so

\[
N\to S\,m=S\rho d .
\]

To find how small \(x\) must be, bound the exponential. For \(y\ge0\), \(e^{-y}\le1\). Integrating this from 0 to \(y\) gives \(1-e^{-y}\le y\), or \(e^{-y}\ge1-y\). Integrating the new inequality in the same way gives \(1-e^{-y}\ge y-y^2/2\). Together,

\[
1-y\le e^{-y}\le1-y+\frac{y^2}{2}.
\]

Set \(y=xt\) and integrate over \(t\) from 0 to 1, using \(\int_0^1t\,dt=1/2\) and \(\int_0^1t^2dt=1/3\):

\[
1-\frac{x}{2}\le\frac{N}{Sm}\le1-\frac{x}{2}+\frac{x^2}{6}.
\]

Define the deficit relative to the linear prediction as \(\delta=1-N/(Sm)\). Then

\[
\frac{x}{2}-\frac{x^2}{6}\le\delta\le\frac{x}{2}.
\]

The leading correction is thus \(N\simeq Sm(1-x/2)\). To keep the deficit below a chosen \(\eta\), it is sufficient that

\[
d\le\frac{2\eta}{\chi\rho}.
\]

If a thickness is read from the linear law, \(d_{\rm lin}=N/(S\rho)=d(1-\delta)\). The reading is low by the fraction \(\delta\) of the true thickness.

The slope \(S\) contains neither attenuation coefficient, nor the take-off angle. The range over which the slope may be used depends on all of these through \(\chi\). A film can be thin for the incident beam and still not be thin for the outgoing line.

Since \(S\) is proportional to \(w\), the linear rate is proportional to \(wm\), the analyte mass per area. Once \(x\) is known to be small enough, the measurement gives that quantity without further knowledge of the rest of the composition. An upper estimate of \(\chi m\) is enough to establish this. Obtaining \(d\) requires \(w\) and \(\rho\) as well.

## The thick-film limit

For \(x\gg1\) the exponential vanishes and the rate saturates at

\[
N_\infty=\frac{S}{\chi}
=N_0\,\varepsilon\frac{\Omega}{4\pi}\,
\frac{w\tau_K\,\omega p}
{\mu_{\rm in}+\mu_{\rm out}\sin\psi_{\rm in}/\sin\psi_{\rm out}} .
\]

The second form follows on multiplying \(\chi\) by the \(\sin\psi_{\rm in}\) in the denominator of \(S\). Thickness and density have dropped out, while the composition remains, through \(w\) and both attenuation coefficients. A saturated signal can therefore say something about composition, but about thickness it gives only a lower bound.

The approach to saturation follows from \(N/N_\infty=1-e^{-x}\). The signal reaches 99% of \(N_\infty\) when \(e^{-x}=0.01\), so

\[
d_{99}=\frac{\ln100}{\chi\rho}.
\]

## Thickness from a count rate

Solving \(N/N_\infty=1-e^{-\chi m}\) for \(m\) gives

\[
m=-\frac{1}{\chi}\ln\!\left(1-\frac{N}{N_\infty}\right),
\qquad d=\frac{m}{\rho},
\qquad 0\le N<N_\infty .
\]

For \(N\ll N_\infty\), \(-\ln(1-q)\simeq q\) turns this into \(m\simeq N/(\chi N_\infty)=N/S\), the linear law. If noise or a calibration error makes \(N\ge N_\infty\), no finite thickness satisfies the model, and the software should report saturation or inconsistent input.

**Error in the rate.** Differentiating \(N=(S/\chi)(1-e^{-\chi m})\) gives \(dN/dm=Se^{-x}\). For a small error \(\delta N\), with the other parameters fixed,

\[
\frac{\delta m}{m}=\frac{\delta N}{S m e^{-x}}
=\frac{e^x(1-e^{-x})}{x}\,\frac{\delta N}{N}
=A\,\frac{\delta N}{N},
\qquad A=\frac{e^x-1}{x}.
\]

The second equality uses \(1/(Sm)=(1-e^{-x})/(xN)\). For small \(x\), \(A\to1\). For large \(x\) it grows nearly exponentially, because added material hardly changes the signal.

**Error in the calibration.** The inversion depends on \(N\) and \(S\) through their ratio when \(\chi\) is fixed. A relative error in \(S\) therefore produces \(-A\) times that error in \(m\).

**Error in the attenuation.** Hold \(N\) and \(S\) fixed and write \(m=-\chi^{-1}\ln(1-\chi N/S)\). Differentiation gives

\[
\chi\frac{\partial m}{\partial\chi}
=-m+\frac1\chi\,\frac{\chi N/S}{1-\chi N/S}
=-m+\frac{e^x-1}{\chi},
\]

since \(\chi N/S=1-e^{-x}\). Dividing by \(m\),

\[
\frac{\delta m}{m}=(A-1)\frac{\delta\chi}{\chi}.
\]

When \(S\) is known independently of \(\chi\), for instance from a thin standard, a thin film is insensitive to errors in the attenuation coefficients, but it remains fully sensitive to errors in \(S\). If instead \(N_\infty\) is measured on a thick standard and held fixed, \(m=-\chi^{-1}\ln(1-N/N_\infty)\) gives \(\delta m/m=-\delta\chi/\chi\) at every thickness, because \(S=\chi N_\infty\) then carries the error of \(\chi\).

## Worked example

The film is a model with round parameters and represents no particular material:

- \(N_0=10^9\) photons/s, \(\varepsilon=0.80\), \(\Omega=0.010\) sr;
- \(w=0.60\), \(\tau_K=70\) cm²/g, \(\omega=0.40\), \(p=0.90\);
- \(\mu_{\rm in}=60\) cm²/g, \(\mu_{\rm out}=90\) cm²/g, \(\rho=8.0\) g/cm³;
- \(\psi_{\rm in}=60^\circ\), \(\psi_{\rm out}=30^\circ\).

The attenuation sum is

\[
\chi=\frac{60}{\sin60^\circ}+\frac{90}{\sin30^\circ}
=69.28+180.00=249.28\ {\rm cm^2/g}.
\]

The outgoing path supplies the larger part. The weight \(e^{-\chi\rho z}\) of a layer falls to \(1/e\) at \(z=1/(\chi\rho)=5.01\) µm.

With \(\varepsilon\Omega/4\pi=6.366\times10^{-4}\), the slope is

\[
S=10^9\,(6.366\times10^{-4})\,
\frac{0.60\times70\times0.40\times0.90}{\sin60^\circ}
=1.11\times10^7\ \frac{\rm counts/s}{\rm g/cm^2}.
\]

Multiplication by \(\rho\) and conversion of cm to µm give \(S\rho=8892\) counts/s per µm. The rates in counts/s are:

| \(d\) (µm) | \(x\) | \(N\) | \(Sm\) | \(\delta\) (%) | \(A\) |
|---:|---:|---:|---:|---:|---:|
| 0.01 | 0.0020 | 88.8 | 88.9 | 0.10 | 1.00 |
| 0.1 | 0.0199 | 880 | 889 | 0.99 | 1.01 |
| 1 | 0.199 | 8061 | 8892 | 9.34 | 1.11 |
| 5 | 0.997 | 28137 | 44459 | 36.7 | 1.72 |
| 20 | 3.99 | 43761 | 177837 | 75.4 | 13.3 |

At 1 µm, \(x/2=0.0997\) and \(x^2/6=0.0066\). The bounds place \(\delta\) between 0.0931 and 0.0997, and the value is 0.0934. For a 1% deficit the sufficient condition gives \(d=0.1003\) µm; the deficit actually reaches 1% at 0.1010 µm.

The saturated rate is \(N_\infty=4.459\times10^4\) counts/s, and 99% of it is reached at \(d_{99}=23.1\) µm. At 20 µm the signal is already so flat that a 1% error in the rate becomes about a 13% error in the thickness, in the small-error approximation. Even 1% is not small here: in the full relation a rate 1% too high gives a thickness about 19% too large, and a rate 1% too low gives one about 11% too small.

Now read the 1 µm film back from its rate. The linear law gives \(8061/8892=0.907\) µm. For the logarithmic formula, \(N/N_\infty=8061.32/44587.2=0.1808\), and

\[
d=-(5.014\ \text{µm})\ln(1-0.1808)=1.000\ \text{µm}.
\]

This agreement shows that the inversion is consistent with the model. It does not show that a real film would be measured this well, since the same parameters served in both directions.

In 10 s the mean number of counts is 80613. For Poisson counting without background or dead time, the relative uncertainty of the rate is \(1/\sqrt{80613}=0.352\%\). The thickness uncertainty is \(1.107\times0.352\%=0.390\%\). The bias of the linear law, 9.34%, is about 24 times larger, and longer counting does not reduce it. With \(S\) held fixed, a 5% error in \(\chi\) would shift the logarithmic result by about \(0.107\times5\%=0.5\%\). With \(N_\infty\) taken from a thick standard, the shift would be close to the full 5%, in the opposite direction.

## Loss of linearity at grazing take-off

Take the 0.1 µm film, for which \(m=8.0\times10^{-5}\) g/cm², and lower the take-off angle from \(30^\circ\) to \(2^\circ\). The incident part of \(x\) stays at \(69.28\,m=0.0055\), but the total rises from 0.0199 to 0.2118. The rate falls from 880 to 801 counts/s, while the linear prediction remains 889 counts/s. The deficit grows from 0.99% to 9.88%. Since nothing but \(\psi_{\rm out}\) was changed, the loss of linearity comes from the longer way out.

This comparison assigns all accepted rays the same take-off angle and keeps \(\Omega\) fixed. A circular aperture of 0.010 sr has a half-angle of about \(\sqrt{0.010/\pi}=0.056\) rad, or \(3.2^\circ\), and would not fit above the surface when centred at \(2^\circ\). A real grazing measurement needs an aperture narrow in take-off angle. A different \(\Omega\) scales \(N\) and \(Sm\) alike, so \(\delta\) stays nearly the same as long as the accepted spread of take-off angles is small compared with \(2^\circ\).

When the spread of accepted angles matters, the rate must be averaged over direction. For an ideal detector, \(\varepsilon=1\), that accepts all azimuths and take-off sines \(u=\sin\psi_{\rm out}\) from \(u_1\) to \(u_2\), the solid-angle element is \(d\Omega=2\pi\,du\), so \(d\Omega/4\pi=du/2\). Then

\[
N=N_0\frac{w\tau_K\omega p}{\sin\psi_{\rm in}}
\int_{u_1}^{u_2}\frac{1-e^{-\chi(u)m}}{\chi(u)}\,\frac{du}{2},
\qquad
\chi(u)=\frac{\mu_{\rm in}}{\sin\psi_{\rm in}}+\frac{\mu_{\rm out}}{u}.
\]

## Implementation and checks

Use consistent units: with \(\mu\) in cm²/g and \(\rho\) in g/cm³, \(d\) must be in cm. For small \(x\), subtracting \(e^{-x}\) from 1 loses significant digits. Evaluate \(1-e^{-x}\) as `-expm1(-x)` and \(\ln(1-q)\) as `log1p(-q)`, and return \(Sm\) directly at \(x=0\).

Numerical integration over depth agrees with the closed form at all five thicknesses in the table. The initial slope obtained from that integration stays the same when the take-off angle is lowered to \(2^\circ\) or when \(\mu_{\rm out}\) is made five times larger.

A separate simulation follows individual photons. It draws free paths, selects analyte K absorptions among all interactions, and emits the line isotropically. For \(8\times10^6\) incident photons on a 5 µm film and take-off sines from 0.3 to 0.7, it detects 69604 photons. The direction-averaged formula predicts 69777.5. The difference is 0.66 standard deviations, where one standard deviation is about 0.4% of the count. This supports the path-length factors and the treatment of attenuation to that precision. The simulation shares the assumptions of the model, so it cannot test whether secondary excitation, roughness or a non-uniform composition matters in a given sample. The individual values are listed in the numerical output.

## Numbers as computed

```
Incident rate N0 = 1.0e+09 photons/s
Detector efficiency = 0.80
Detector solid angle = 0.010 sr
Efficiency*Omega/4pi = 6.3662e-04
Analyte mass fraction = 0.60
K photoabsorption tau_K = 70.0 cm^2/g
K yield = 0.40; line fraction = 0.90
mu_in = 60.0 cm^2/g; mu_out = 90.0 cm^2/g
Density = 8.0 g/cm^3
psi_in = 60 deg; psi_out = 30 deg
Incident part of chi = 69.28 cm^2/g
Outgoing part of chi = 180.00 cm^2/g
chi = 249.28 cm^2/g
1/(chi*density) = 5.014 um
Slope S = 1.1115e+07 (counts/s)/(g/cm^2)
Slope S*density = 8891.8 (counts/s)/um
Thick-film rate = 44587.2 counts/s
Thickness for 99% of thick rate = 23.09 um
d = 0.01 um: x = 0.00199, rate = 88.83 counts/s
  linear = 88.92 counts/s, deficit = 0.100 %
  error amplification = 1.0010
d = 0.1 um: x = 0.01994, rate = 880.38 counts/s
  linear = 889.18 counts/s, deficit = 0.991 %
  error amplification = 1.0100
d = 1 um: x = 0.19943, rate = 8061.32 counts/s
  linear = 8891.83 counts/s, deficit = 9.340 %
  error amplification = 1.1067
d = 5 um: x = 0.99713, rate = 28137.32 counts/s
  linear = 44459.16 counts/s, deficit = 36.712 %
  error amplification = 1.7154
d = 20 um: x = 3.98851, rate = 43761.13 counts/s
  linear = 177836.65 counts/s, deficit = 75.393 %
  error amplification = 13.2818
1% deficit thickness = 0.10096 um
First-order estimate of it = 0.10029 um
1 um film, linear reading = 0.9066 um
1 um film, logarithmic reading = 1.0000 um
Live time = 10 s; mean counts = 80613
Relative count uncertainty = 0.352 %
Relative thickness uncertainty = 0.390 %
Grazing take-off = 2 deg, d = 0.1 um: x = 0.2118
  rate = 801.31 counts/s, deficit = 9.88 %
Simulation: 8000000 photons, d = 5 um
  take-off sine from 0.3 to 0.7
  detected = 69604, formula = 69777.5
  difference = -0.66 standard deviations
```
